# Removing Spin Contamination from Dipolar Zero-Field Splittings of Triplets

## Symmetry and the form of the correction

The anisotropic dipolar coupling between electron spins is a rank-two tensor in spin space. It can connect total spins $S$ and $S'$ only if $|S-S'|\le 2\le S+S'$. Its expectation value therefore vanishes in a doublet and in a singlet, and it has no matrix element between a singlet and a triplet. Within a triplet it varies with the spin projection $M$ as $3M^2-2$, in the ratio $1:-2:1$.

A low-spin determinant with one open orbital up and the other down is half singlet and half $M=0$ triplet. Its dipolar energy is thus $\tfrac12(-2)=-1$ times that of the $M=1$ triplet. Errors that each open electron makes with its own polarisation cloud keep their sign when that electron is reversed. If $D$ is the true tensor and $\Delta$ the spurious part, the two determinants must give

$$D_{HS}=D+\Delta,\qquad D_{LS}=-D+\Delta, \tag{1}$$

$$D=\tfrac12(D_{HS}-D_{LS}),\qquad \Delta=\tfrac12(D_{HS}+D_{LS}). \tag{2}$$

The first relation in (2) is the spin-decontamination correction for a triplet. It is not an identity: it needs the same $\Delta$ in both determinants. The derivation below shows when this holds and what $\Delta$ contains.

## The dipolar tensor of one determinant

In Gaussian units, with dimensionless spins $\mathbf s_i$ and $\mu_B=e\hbar/2mc$, the dipolar Hamiltonian is

$$H_{dd}=-g^2\mu_B^2\sum_{i<j}\mathbf s_i\cdot G(\mathbf r_{ij})\cdot\mathbf s_j,\qquad G_{\alpha\beta}=\frac{3r_\alpha r_\beta-\delta_{\alpha\beta}r^2}{r^5}. \tag{3}$$

The isotropic contact term is omitted because it does not split a triplet. The effective Hamiltonian is $\mathbf S\cdot D\cdot\mathbf S$ with $D$ traceless. Quantise the spin along a unit vector $u$. For $M=1$, $\langle S_u^2\rangle=1$, and each perpendicular square averages to $\tfrac12$. The perpendicular diagonal elements of $D$ sum to $-D_{uu}$, so

$$E_u(M=1)=D_{uu}-\tfrac12D_{uu}=\tfrac12D_{uu}. \tag{4}$$

For $M=0$ the averages are $0,1,1$ and the energy is $-D_{uu}$. Numerical values below are $\tfrac32D_{uu}$, the difference of these two energies.

Now take a determinant quantised along $z$. The parts of (3) that change the total spin projection have no expectation value. With $G_{xx}+G_{yy}=-G_{zz}$, what remains for each pair is

$$G_{zz}\left[s_{1z}s_{2z}-\tfrac12(s_{1x}s_{2x}+s_{1y}s_{2y})\right]. \tag{5}$$

Let $J_{ij}$ and $K_{ij}$ be the direct and exchange integrals of $G_{zz}$. Parallel spins give $\tfrac14(J_{ij}-K_{ij})$. Antiparallel spins give $-\tfrac14J_{ij}$ from the direct term. For their exchange term, the transverse operator has matrix element $\langle\uparrow\downarrow|s_{1x}s_{2x}+s_{1y}s_{2y}|\downarrow\uparrow\rangle=\tfrac12$. The factor $-\tfrac12$ in (5) and the minus sign of antisymmetry turn this into $+\tfrac14K_{ij}$. With $\sigma_i=\pm1$ for spin up and down, both cases read

$$E_z=-\frac{g^2\mu_B^2}{4}\sum_{i<j}\sigma_i\sigma_j(J_{ij}-K_{ij}). \tag{6}$$

The terms $i=j$ vanish since $J_{ii}=K_{ii}$, so the sum may be extended to half of all ordered pairs. In terms of the spin density matrix $P=P^\uparrow-P^\downarrow$, and with $D_{zz}=2E_z$ from (4),

$$D[P]=-\frac{g^2\mu_B^2}{4}\sum_{mnkl}P_{mn}P_{kl}\,(G_{mnkl}-G_{mlkn}). \tag{7}$$

Here $G_{mnkl}$ couples the density $mn$ of one electron to the density $kl$ of the other. Two orthogonal open orbitals with unpolarised closed shells have $P=aa\pm bb$. Equation (7) then gives $\mp\tfrac12g^2\mu_B^2(J_{ab}-K_{ab})$. The sign reversal agrees with the symmetry argument.

## What polarisation adds to the two determinants

Let the open electrons polarise a closed pair in orbital $c$ by mixing in an empty orbital $v$, at an excitation energy $\varepsilon$. All orbitals are real. Define the triplet excitation operator

$$\boldsymbol\tau=\tfrac12\sum_{\sigma\sigma'}(c^\dagger_\sigma\boldsymbol\sigma_{\sigma\sigma'}v_{\sigma'}+v^\dagger_\sigma\boldsymbol\sigma_{\sigma\sigma'}c_{\sigma'}). \tag{8}$$

The spin-dependent Coulomb exchange is

$$V=-2\sum_{p=a,b}K_p\,\mathbf s_p\cdot\boldsymbol\tau, \tag{9}$$

where $K_p$ is the Coulomb integral between the transition densities $pc$ and $pv$. The dipolar coupling to the same excitation follows from (5):

$$W=\sum_{p=a,b}X_p\,(2s_{pz}\tau_z-s_{px}\tau_x-s_{py}\tau_y), \tag{10}$$

$$X_p=-\tfrac12g^2\mu_B^2\,(G_{pp,cv}-G_{pc,vp}), \tag{11}$$

with the $zz$ component of $G$ understood.

In a determinant the open spins act through their $z$ components. The matrix element between $c$ and $v$ is $-\kappa/2$ for spin up and $+\kappa/2$ for spin down, where $\kappa=K_a\sigma_a+K_b\sigma_b$. First-order perturbation theory gives $c_\uparrow=c+tv$ and $c_\downarrow=c-tv$ with $t=\kappa/2\varepsilon$. The closed shell acquires the spin density matrix

$$2t(cv+vc)=\frac{\kappa}{\varepsilon}(cv+vc), \tag{12}$$

so $\langle\tau_z\rangle=\kappa/\varepsilon$. With $s_{pz}=\sigma_p/2$, (10) has the value $(X_a\sigma_a+X_b\sigma_b)\kappa/\varepsilon$. Doubling it to obtain $D$, and writing $D_0$ for the unpolarised value,

$$D_{HS}=D_0+\frac2\varepsilon(K_a+K_b)(X_a+X_b), \tag{13}$$

$$D_{LS}=-D_0+\frac2\varepsilon(K_a-K_b)(X_a-X_b). \tag{14}$$

Multiplying out the products gives

$$\tfrac12(D_{HS}-D_{LS})=D_0+\frac2\varepsilon(K_aX_b+K_bX_a), \tag{15}$$

$$\tfrac12(D_{HS}+D_{LS})=\frac2\varepsilon(K_aX_a+K_bX_b). \tag{16}$$

In (15) one electron polarises the closed shell and the other feels the result. In (16) an electron couples to the polarisation it has itself produced.

## The triplet with correct spin

To decide which terms are physical, treat $V$ without breaking spin symmetry. The excited configurations reached by $V$ are assumed to lie at the common energy $\varepsilon$, whatever the spin coupling of the open electrons. The first-order state is $-V|0\rangle/\varepsilon$, and the dipolar energy changes by

$$\delta E=-\frac2\varepsilon\langle0|WV|0\rangle. \tag{17}$$

The operator $\tau_z$ acting on the closed pair gives $\tfrac12(v^\dagger_\uparrow c_\uparrow-v^\dagger_\downarrow c_\downarrow)|c^2\rangle$, whose squared norm is $\tfrac12$. The closed pair is a singlet, so rotational symmetry requires $\langle\tau_\alpha\tau_\beta\rangle=\tfrac12\delta_{\alpha\beta}$. Inserting (9) and (10),

$$\delta E=\frac2\varepsilon\sum_{pq}X_pK_q\langle2s_{pz}s_{qz}-s_{px}s_{qx}-s_{py}s_{qy}\rangle. \tag{18}$$

For $p=q$ each squared component of a spin one-half is $\tfrac14$, and the bracket is $\tfrac12-\tfrac14-\tfrac14=0$. For $p\ne q$ in the state with both spins up, the transverse terms average to zero and the bracket is $\tfrac12$. Hence

$$D=D_0+2\,\delta E=D_0+\frac2\varepsilon(K_aX_b+K_bX_a). \tag{19}$$

This equals (15). To first order in exchange polarisation, and within these assumptions, the half difference is the true tensor and (16) is the bias. The determinant errs because it keeps $s_z^2=\tfrac14$ for a single electron but lacks the transverse fluctuations that cancel it.

Removing the higher-spin component from the finished high-spin determinant is a different operation. Take $K_a=K_b$ and $X_a=X_b$, and let $|M,m\rangle$ label the projections of the open-shell and closed-shell triplets. The determinant contains the excitation $|1,0\rangle$. The state $V|0\rangle$ is proportional to $|1,0\rangle-|0,1\rangle$, and $W|0\rangle$ to $2|1,0\rangle+|0,1\rangle$. Their overlaps give a polarisation contribution of 2 for the determinant and $2-1=1$ for the correct state. Projecting $|1,0\rangle$ onto total spin one gives $\tfrac12(|1,0\rangle-|0,1\rangle)$ and a contribution of $\tfrac12$. Projection after the variation thus removes too much, because it leaves both components at half their correct amplitude.

A four-orbital model confirms the orders. With $\varepsilon=1$, $K=(1,0.6)\lambda$, $X=(0.8,0.5)$ and $\lambda=0.01$, exact diagonalisation shows an energy error of 0.0111 for the high-spin determinant and 0.00006 for the half difference. Between $\lambda=0.02$ and $0.01$ these errors scale as $\lambda^{1.01}$ and $\lambda^{2.03}$.

## Choice of open orbitals

The exchange and dipolar couplings also have transition elements $K_{ab}$ and $X_{ab}$, in which an open electron moves between $a$ and $b$. For simplicity treat $K$ and $X$ as symmetric matrices acting on electrons 1 and 2. This is an assumption: for real orbitals $K_{ab}=(vb|ac)$ and $K_{ba}=(va|bc)$ are different integrals, and the same holds for the exchange part of $X$. The one-electron products still vanish by the spin identity below (18). The two-electron products must be averaged over $(ab-ba)/\sqrt2$:

$$\langle X(1)K(2)+K(1)X(2)\rangle=X_aK_b+X_bK_a-2X_{ab}K_{ab}. \tag{20}$$

The determinants with fixed $a$ and $b$ do not contain the last term, so

$$\tfrac12(D_{HS}-D_{LS})-D=\frac4\varepsilon K_{ab}X_{ab}. \tag{21}$$

This assumes that configurations with both open electrons in one orbital cost little compared with $\varepsilon$. Without the symmetry assumption, $2K_{ab}X_{ab}$ in (20) and (21) is replaced by $K_{ab}X_{ab}+K_{ba}X_{ba}$. For several excitations, (21) is summed over $c$ and $v$. The high-spin determinant is unchanged by a rotation of $a$ and $b$, but the low-spin one is not, and neither is the correction. Open orbitals on separate centres make $K_{ab}$ small. Two orbitals on one atom need not.

## Overlapping open orbitals

In a self-consistent low-spin solution the up and down open orbitals may have an overlap $s$. Write them as $\cos\eta\,g\pm\sin\eta\,w$ with orthonormal $g,w$, so that $s=\cos2\eta$. Their spin density matrix is

$$\sin2\eta\,(gw+wg)=\sqrt{1-s^2}\,(LL-RR),\qquad L,R=\frac{g\pm w}{\sqrt2}. \tag{22}$$

Thus the open-shell spin density is that of an orthogonal pair, reduced by $\sqrt{1-s^2}$. In linear response the polarisation is reduced by the same factor. Since (7) is bilinear in $P$,

$$D_{LS}=(1-s^2)(-D+\Delta),\qquad D=\frac12\left[D_{HS}-\frac{D_{LS}}{1-s^2}\right]. \tag{23}$$

This takes $L$ and $R$ to span the open space of the high-spin determinant, with unchanged $K$, $X$ and $\varepsilon$. If one instead reduces only the true part and leaves $\Delta$ unchanged, the result is

$$D=\frac{D_{HS}-D_{LS}}{2-s^2}. \tag{24}$$

Equation (24) is the value labelled "with overlap factor" in the numerical output. The program's opening comment quotes it without stating its assumption of an unchanged $\Delta$; if (23) holds, (24) is in error by $s^2\Delta/(2-s^2)$, which is of first order in the polarisation. Equation (23) is consistent with linear response, while (24) shows the sensitivity to that assumption. The two need not bracket the exact value. For two stacked linear H$_3$ radicals 0.19 nm apart in STO-3G, where $s=0.35$, equations (2), (23) and (24) give $-6.5$, $-6.3$ and $-7.0$ GHz along the stacking axis, against $-5.95$ GHz from full configuration interaction. Equation (23) is the closest, but it is still 7% too large in magnitude. Both reduce to (2) at $s=0$. As $s\to1$ the low-spin determinant becomes closed-shell: (23) divides one vanishing quantity by another, and (24) returns the uncorrected value.

## Molecules with a known answer

The bias is isolated in a methyl radical, a doublet with no zero-field splitting. At a pyramidal geometry in the STO-3G basis, unrestricted Hartree-Fock (UHF) gives $-4.29$ GHz in (7). Full configuration interaction gives zero to numerical accuracy. The size of the UHF bias depends strongly on the basis: it is $-3.2$ GHz in 6-31G and $-2.6$ GHz in 6-311G*.

Place two such radicals 0.50 nm apart, with their threefold axes along diamond bond directions. The component along the line joining the carbons is $-5.20$ GHz before correction and $-0.91$ GHz after it. Direct coupling of the two isolated spin densities also gives $-0.91$ GHz. The spurious part is $-4.29$ GHz, the same as for one radical, for a geometric reason. Each radical's tensor is axial about its threefold axis, which makes an angle $\theta$ with the pair axis, where $\cos^2\theta=2/3$. Each contributes $(3\cos^2\theta-1)/2=\tfrac12$ of its principal value, and there are two.

Two stacked linear H$_3$ radicals, 0.30 nm apart in the 6-31G basis, allow a comparison with full configuration interaction for a triplet. Along the stacking axis UHF gives $-7.68$ GHz, the half difference $-1.84$ GHz and the reference $-1.82$ GHz. In the 6-311G basis the UHF value shifts to $-7.87$ GHz and the half difference only to $-1.83$ GHz.

Methylene is less favourable, since both open orbitals sit on one carbon. Along the H–H direction in 6-31G, UHF gives 29.2 GHz, and the half difference with orthogonal $\sigma$ and $\pi$ open orbitals gives 25.8 GHz. Full configuration interaction with a frozen carbon core gives 23.8 GHz. The error relative to this reference falls from 23% to 9%, but restricted open-shell Hartree-Fock (ROHF), at 23.6 GHz, is closer still. These percentages depend on the basis. In 6-311G** UHF gives 30.0 GHz, the half difference 26.6 GHz and ROHF 23.1 GHz. Relative to a coupled-cluster value of 23.4 GHz (single and double excitations), the error then falls from 28% to 14%. A second low-spin solution with mixed $\sigma$ and $\pi$ orbitals lies 0.19 eV lower, has $s=0.27$, and changes the half difference to 25.2 GHz. A perturbative estimate with ROHF orbitals puts the transition term (21) below 0.1 GHz, far too small to explain the remaining error of 2 GHz. The open orbitals also differ between the two determinants, but this lowers the half difference by about 0.6 GHz and so does not explain an excess. Higher-order polarisation and correlation remain possible sources; neither has been tested separately.

## Two dangling bonds at a diamond vacancy

Consider two carbon neighbours of a vacancy in diamond, at unrelaxed lattice positions and terminated by hydrogen. A lattice constant set to 0.357 nm in the model puts them $0.357/\sqrt2=0.252$ nm apart. The basis is 6-31G, and components are taken along the pair axis.

For UHF, $D_{HS}=-13.11$ GHz, $D_{LS}=5.58$ GHz and $s=0.402$. Equation (2) gives

$$\tfrac12(-13.11-5.58)=-9.35\ \text{GHz}. \tag{25}$$

The overlap is not small. With $1-s^2=0.839$, (23) gives

$$\tfrac12\left(-13.11-\frac{5.58}{0.839}\right)=-9.9\ \text{GHz}=-0.33\ \text{cm}^{-1}, \tag{26}$$

and (24) gives $-10.2$ GHz.

The PBE0 functional gives $D_{HS}=-11.00$ GHz, $D_{LS}=3.62$ GHz and $s=0.722$. Here (7) is evaluated with the Kohn-Sham determinant, which is an approximation, because that determinant is not the interacting wavefunction. The half difference, $-7.3$ GHz, lies outside its range of validity: with $1-s^2=0.479$, less than half of the true low-spin signal remains. Equation (23) gives

$$\tfrac12\left(-11.00-\frac{3.62}{0.479}\right)=-9.3\ \text{GHz}, \tag{27}$$

and (24) gives $-9.9$ GHz. Allowing for overlap brings the two methods from 2.0 GHz apart to within about 0.6 GHz. It also changes the reading of the bias. The plain half sums are almost equal, $-3.8$ GHz for UHF and $-3.7$ GHz for PBE0. Subtracting (26) and (27) from the high-spin values gives $-3.2$ and $-1.7$ GHz. The smaller PBE0 bias accords with its smaller high-spin contamination: $\langle S^2\rangle=2.006$, against 2.018 for UHF and 2 for a pure triplet.

No full configuration interaction reference is available for this pair, so the spread of the estimates is a measure of sensitivity, not an error bound. ROHF, which omits closed-shell polarisation, gives $-8.8$ GHz. Point dipoles at the nuclei give only $-4.9$ GHz. Most of the difference arises because the open orbitals are displaced towards the vacancy: their ROHF centroids are 0.215 nm apart, and point dipoles placed there give $-7.8$ GHz. Other effects were sized with the half difference. In UHF, changing the basis from 6-31G to STO-3G moves it from $-9.3$ to $-10.1$ GHz. The larger 6-311G* basis gives $-9.1$ GHz, and $-9.7$ GHz from (23). The high-spin value is more sensitive: it moves from $-13.1$ to $-12.2$ GHz, so the UHF bias from (23) shrinks from $-3.2$ to $-2.5$ GHz. The 6-31G values are therefore not converged to the digits shown. In UHF/STO-3G, moving the two CH$_3$ groups apart rigidly by 0.01 nm reduces the magnitude of the half difference by 11%, to 9.0 GHz. A second-order spin-orbit estimate with unscreened nuclear charges is about 0.01 GHz.

The negatively charged nitrogen-vacancy centre has a measured splitting of roughly $+2.9$ GHz, far from the pair value and of opposite sign. The main assumption it breaks is localisation on two carbons, since its two open electrons are shared among three. If overlaps and terms between different pairs are neglected, their antisymmetric state is an equal mixture of the three carbon pairs. All three pair axes are perpendicular to the defect axis. If each pair tensor is taken as axial, its component along the defect axis is $-\tfrac12$ of the pair value, so $-9.9$ GHz becomes about $+5$ GHz. This has the observed sign but is still too large. Outward relaxation of the carbons would lower it. For the pair in UHF/STO-3G, moving the carbons against fixed neighbours reduces the half difference by 13% for 0.01 nm added to the carbon-carbon separation. The nitrogen atom and spin density on more distant atoms are also missing, so the pair model does not predict the splitting of the real centre.

No defect supercell was computed here, but the derivation supports using (2) for one when closed-shell polarisation is weak and three further conditions hold. Both determinants must share one geometry, cell and functional. The low-spin open orbitals must correspond to those of the triplet and be spatially separate. Their overlap must be small. The overlap can be read from the low-spin $\langle S^2\rangle$, which is close to $1-s^2$ when closed-shell polarisation is weak. In the vacancy pair it is 0.85 for UHF and 0.48 for PBE0, and the second value signals that the plain half difference should not be used.

## Computed values

```
model: raw error 0.01106, corrected 0.000060 (K/gap scale 0.01)
model: error orders raw 1.01, corrected 2.03
model: self-term slope 1.1012, formula 1.1000
model: transition slope 0.5615, formula 0.5600
dipolar constant g^2 muB^2/h = 52.041 GHz angstrom^3
CH3 doublet, STO-3G: UHF spurious D = -4.2920 GHz
CH3 doublet, STO-3G: full CI D = 8.8e-06 GHz
pair at 0.50 nm, UHF/STO-3G, component along the pair axis:
  raw -5.2024, corrected -0.9097 GHz
  coupling of isolated spin densities -0.9096 GHz
  spurious -4.2926, isolated self terms -4.2920 GHz
two linear H3 (H-H 0.093 nm) 0.30 nm apart, 6-31G, along stacking axis:
  UHF raw -7.683, corrected -1.844, full CI -1.822 GHz
  tensor error norm: raw 9.570, corrected 0.045 GHz
CH2 triplet (C-H 0.108 nm, 134 deg), 6-31G, along the H-H direction:
  UHF raw 29.168, ROHF 23.569, frozen-core full CI 23.779 GHz
  low spin sigma/pi: overlap s 0.000, energy above triplet 1.154 eV
    half difference 25.839, with overlap factor 25.839 GHz
  low spin mixed: overlap s 0.268, energy above triplet 0.968 eV
    half difference 25.157, with overlap factor 26.093 GHz
vacancy pair: lattice constant 0.357 nm, C-C 0.2524 nm, C-H 0.109 nm
  point-dipole value along pair axis -4.853 GHz
  ROHF/6-31G: along axis -8.762, principal D -8.762 GHz
  UHF/6-31G: <S^2> high 2.0182, low 0.8544, overlap s 0.4017
    along axis: high-spin -13.112, low-spin 5.584 GHz
    along axis: spurious -3.764, corrected -9.348 GHz
    principal D: raw -13.112, corrected -9.348 GHz = -0.3118 1/cm
    with overlap factor: along axis -10.168, principal -10.168 GHz
  PBE0/6-31G: <S^2> high 2.0057, low 0.4818, overlap s 0.7218
    along axis: high-spin -10.999, low-spin 3.624 GHz
    along axis: spurious -3.687, corrected -7.311 GHz
    principal D: raw -10.999, corrected -7.311 GHz = -0.2439 1/cm
    with overlap factor: along axis -9.887, principal -9.887 GHz
  smaller basis UHF/STO-3G: corrected along axis -10.113 GHz
  same, C-C longer by 0.01 nm: -8.964 GHz
  spin-orbit estimate (PBE0, bare nuclei): principal D 0.0126 GHz
```

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
